# Why the RPA pair function of the electron gas is unphysical

**Question.** I computed the static structure factor \(S(q)\) of the uniform electron gas in the random-phase approximation (RPA) and Fourier transformed it to get the pair function \(g(r)\). My \(S(q)\) is nonnegative, vanishes as \(q^2\) at small \(q\), and approaches 1 with a \(q^{-4}\) tail, as a Coulomb cusp requires. I therefore expected a physical pair function. Yet at a Wigner-Seitz radius of 2 Å I find \(g(0)<0\). Is this a numerical error, or is something wrong with the RPA itself?

**Answer.** It is the RPA. The properties you list are real, but they do not make \(g\) a pair density. The tail has the right power and the wrong coefficient.

I take the three-dimensional unpolarized gas at zero temperature, with a neutralizing background and the full Coulomb interaction. The algebra is in atomic units, with \(v=4\pi/q^2\). RPA means the noninteracting response screened by the Hartree potential, without an exchange or local-field kernel.

### What a physical pair function must satisfy

Let \(n^2g(r)\) be the density of ordered electron pairs at separation \(r\). Then

\[
S(q)-1=n\int (g(r)-1)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r,\qquad g=\tfrac12(g_{\uparrow\uparrow}+g_{\uparrow\downarrow}).
\]

Both spin components must be nonnegative, and the Pauli principle requires \(g_{\uparrow\uparrow}(0)=0\).

Two close electrons have reduced mass \(1/2\). Their relative s-wave obeys \(-\nabla^2\psi+\psi/r=E\psi\), up to terms that stay bounded as \(r\to0\). Put \(r\psi=r+br^2+\dots\) into \(-(r\psi)''+\psi=E\,r\psi\). The terms of order \(r^0\) give \(-2b+1=0\), so \(\psi=1+r/2+\dots\) and \(|\psi|^2=1+r+\dots\). Parallel spins meet in odd waves, so \(g_{\uparrow\uparrow}\) starts as \(r^2\). Hence

\[
g'(0)=g(0)\quad\text{(with }a_0=1).
\]

The linear term in \(r\) sets the leading tail of \(S\). With a convergence factor,

\[
\int r e^{-\kappa r}e^{i\mathbf q\cdot\mathbf r}d^3r=\frac{4\pi}{q}\,\mathrm{Im}\frac{2}{(\kappa-iq)^3}\;\xrightarrow{\kappa\to0}\;-\frac{8\pi}{q^4},
\]

because \((-iq)^3=iq^3\). Therefore \(1-S\to 8\pi n\,g'(0)/q^4\), and the cusp relation turns the coefficient into \(8\pi n\,g(0)\).

### The RPA structure factor

Let \(\Delta=q^2/2+\mathbf k\cdot\mathbf q\) be the energy for moving an electron from \(\mathbf k\) to \(\mathbf k+\mathbf q\). Adding the two time orderings, with a factor 2 for spin, gives

\[
\chi_0(q,i\omega)=-4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{\Delta}{\Delta^2+\omega^2}.
\]

If \(\mathbf k\) and \(\mathbf k+\mathbf q\) are both occupied, the term cancels against that of \(-\mathbf k-\mathbf q\), for which \(\Delta\) has the opposite sign. What remains goes from occupied to empty states with \(\Delta>0\), so \(\chi_0<0\).

Set \(Q=q/k_F\), \(a=Q/2\), \(u=\omega/(qk_F)\), and let \(s\) be the component of \(\mathbf k/k_F\) along \(\mathbf q\). The disc at fixed \(s\) has area \(\pi k_F^2(1-s^2)\), and \(\Delta=k_F^2Q(s+a)\). Thus \(\chi_0=-(k_F/2\pi^2)I\), with

\[
I=\frac1Q\int_{-1}^{1}\frac{(1-s^2)(s+a)}{(s+a)^2+u^2}\,ds .
\]

With \(t=s+a\), polynomial division turns the integrand into

\[
\frac{(1-a^2+u^2)\,t}{t^2+u^2}+2a-t-\frac{2au^2}{t^2+u^2}.
\]

Integrating from \(a-1\) to \(a+1\) and dividing by \(Q=2a\) gives

\[
I=1+\frac{1-a^2+u^2}{4a}\ln\frac{(1+a)^2+u^2}{(1-a)^2+u^2}-u\left[\arctan\frac{1+a}{u}+\arctan\frac{1-a}{u}\right].
\]

In the RPA the density responds to the external plus the Hartree potential, \(\delta n=\chi_0(\phi+v\,\delta n)\), so \(\chi=\chi_0/(1-v\chi_0)\). An excitation of energy \(E\) enters \(\chi(i\omega)\) with the factor \(-2E/(E^2+\omega^2)\), whose integral over positive \(\omega\) is \(-\pi\). Summing over excitations,

\[
S(q)=-\frac1{\pi n}\int_0^\infty\chi(q,i\omega)\,d\omega .
\]

Subtract the noninteracting part and define \(x=-v\chi_0=2I/(\pi k_FQ^2)>0\). Since \(\chi-\chi_0=v\chi_0^2/(1-v\chi_0)=(-\chi_0)\,x/(1+x)\), \(d\omega=k_F^2Q\,du\) and \(n=k_F^3/3\pi^2\),

\[
\delta S=-\frac{3Q}{2\pi}\int_0^\infty I\,\frac{x}{1+x}\,du<0 .
\]

### The on-top value

The correlation part of \(g(0)\) is

\[
\delta=\frac1n\int\frac{d^3q}{(2\pi)^3}\,\delta S=\frac32\int_0^\infty Q^2\,\delta S\,dQ<0 .
\]

To divide it between spins, note that the Hartree potential acts equally on both:

\[
\chi_{\sigma\sigma'}=\tfrac12\chi_0\delta_{\sigma\sigma'}+\tfrac12\chi_0v\sum_\tau\chi_{\tau\sigma'} .
\]

Summing over \(\sigma\) gives \(\sum_\tau\chi_{\tau\sigma'}=\tfrac12\chi_0/(1-v\chi_0)\). Each of the four spin blocks therefore gains the same amount, \(\tfrac14v\chi_0^2/(1-v\chi_0)\). Each block also holds a quarter of the pairs, \(n_\sigma n_{\sigma'}=n^2/4\), so both components of \(g\) shift by the same \(\delta\). Without interaction, \(g_{\uparrow\uparrow}(0)=0\) and \(g_{\uparrow\downarrow}(0)=1\). Hence

\[
g_{\uparrow\uparrow}(0)=\delta,\qquad g_{\uparrow\downarrow}(0)=1+\delta,\qquad g(0)=\tfrac12+\delta .
\]

The parallel-spin value is negative at every nonzero \(r_s\), where \(r_s\) is the Wigner-Seitz radius in bohr. High density makes the fault small but does not remove it.

The function \(I(Q,u)\) does not depend on density, and \(k_F=(9\pi/4)^{1/3}/r_s\), so \(x\) is \(r_s\) times a fixed positive function. Since \(x/(1+x)\) rises with \(x\), \(\delta\) falls strictly as \(r_s\) grows, and \(g(0)\) changes sign once. Also, \(x/(1+x)<x\) gives

\[
\delta>-c_1r_s,\qquad c_1=\frac{9}{2\pi^2k_Fr_s}\int_0^\infty Q\,dQ\int_0^\infty I^2\,du .
\]

Numerically \(c_1=1.383\) Å\(^{-1}\) when the radius is measured in angstrom. The sign change must therefore lie above \(1/(2c_1)=0.362\) Å. The full calculation puts it at 0.414 Å (0.782 bohr). The antiparallel value turns negative at 0.894 Å (1.690 bohr). Taking the metallic range as roughly \(r_s=2\) to 6, all of it lies beyond both radii.

### The tail

For \(q>2k_F\) every occupied electron has \(\Delta>0\), and \(\chi_0=-n\langle2\Delta/(\Delta^2+\omega^2)\rangle\), averaged over the Fermi sphere. To first order in \(v\), \(\delta S=-(v/\pi n)\int_0^\infty\chi_0^2\,d\omega\). Partial fractions give

\[
\int_0^\infty\frac{d\omega}{(\omega^2+\Delta^2)(\omega^2+\Delta'^2)}=\frac{\pi}{2\Delta\Delta'(\Delta+\Delta')},
\]

and therefore

\[
\delta S=-2nv\left\langle\frac1{\Delta+\Delta'}\right\rangle\to-\frac{8\pi n}{q^4},
\]

because \(\Delta+\Delta'=q^2+\mathbf q\cdot(\mathbf k+\mathbf k')\to q^2\). Higher orders carry further factors of \(x\), which is at most about \(16\pi n/q^4\) at large \(q\), so they do not change this coefficient.

Without interaction \(S=1\) for \(q>2k_F\), so there \(1-S=-\delta S\). Comparison with the Fourier tail gives \(g'(0)=1\) for the RPA at every density. The cusp relation asks for \(g'(0)=g(0)\), but \(g(0)=\tfrac12+\delta<\tfrac12\). The two never agree. Even as \(r_s\to0\) the RPA slope is twice the required one.

This factor of two can be traced to exchange. In first-order perturbation theory, the amplitude for moving \(\mathbf k\sigma\to\mathbf k+\mathbf q\) and \(\mathbf p\sigma'\to\mathbf p-\mathbf q\) is

\[
-\frac1\Omega\,\frac{v(q)-\delta_{\sigma\sigma'}v(|\mathbf p-\mathbf k-\mathbf q|)}{\Delta_{\mathbf k}+\Delta'_{\mathbf p}},\qquad \Delta'_{\mathbf p}=\frac{q^2}{2}-\mathbf p\cdot\mathbf q,
\]

where \(\Omega\) is the volume. For \(q>2k_F\), its overlap with the pairs created by the density operators, summed over all \(N^2\) ordered pairs and multiplied by \(2/N\), is the first-order change of \(S\). The direct term reproduces \(-2nv\langle1/(\Delta+\Delta')\rangle\). At large \(q\) the exchange term tends to \(v(q)\) and cancels the parallel half, leaving \(-4\pi n/q^4\). That is the cusp value for \(g(0)=\tfrac12\). At \(q=40k_F\) the coefficients, in units of \(8\pi n\), are 1.000 without exchange and 0.500 with it.

This first-order exchange leaves antiparallel pairs untouched, so it cannot by itself cure their negative on-top value. Repeated scattering within one close pair, which the RPA does not sum, is a plausible missing ingredient, but I have not shown that here.

### Your case: a radius of 2 Å

These are model parameters, with no material implied. The density is \(n=3/(4\pi\cdot2^3)=0.0298\) Å\(^{-3}\), and \(k_F=0.960\) Å\(^{-1}\). The calculation gives \(\delta=-2.001\), so

\[
g(0)=0.5-2.001=-1.501,\qquad g_{\uparrow\downarrow}(0)=1-2.001=-1.001 .
\]

The negative region is not confined to the contact point:

| \(r\) (Å) | \(g(r)\) |
|---|---|
| 0.0 | −1.50 |
| 0.5 | −0.66 |
| 1.0 | −0.03 |
| 2.0 | 0.69 |
| 4.0 | 1.00 |

It extends to 1.03 Å, about half the Wigner-Seitz radius.

Fourier inversion gives a slope of 1.89 Å\(^{-1}\), in agreement with \(1/a_0\). The cusp relation would demand \(g(0)/a_0=-1.501\times1.890=-2.84\) Å\(^{-1}\). Likewise, the tail coefficient \(8\pi n/a_0\) is 1.417 Å\(^{-4}\), whereas the RPA's own \(g(0)\) would require \(-2.128\) Å\(^{-4}\). Even the sign is wrong.

### Why your checks did not reveal it

Your \(S\) is nonnegative because \(-\chi_0/(1+x)\) is. This does not protect \(g\). Take the trial function \(S=0\) for \(Q<Q_0\) and \(S=1\) beyond. It is nonnegative, yet

\[
g(0)=1+\frac32\int_0^{Q_0}Q^2(-1)\,dQ=1-\frac{Q_0^3}{2},
\]

which is negative for \(Q_0>2^{1/3}\).

The small-\(q\) limit is also sound. For \(\omega\gg qk_F\), \(\chi_0\to-nq^2/\omega^2\), so \(\chi\to-nq^2/(\omega^2+\omega_p^2)\) with \(\omega_p^2=4\pi n\). Integration gives \(S\to q^2/(2\omega_p)\). The low frequencies left out span a width of order \(qk_F\), where \(|\chi|<1/v\), and contribute at order \(q^3\). Thus \(S(0)=0\), and the hole around each electron contains one missing electron. That fixes its total charge, not its shape.

The energy weights wavevectors differently from the on-top value. The correlation part of the interaction energy per electron is

\[
\frac12\int\frac{d^3q}{(2\pi)^3}\,v\,\delta S=\frac{k_F}{\pi}\int_0^\infty\delta S\,dQ,
\]

without the factor \(Q^2\) that enters \(\delta\). At 2 Å, wavevectors above \(2k_F\) supply 15% of this energy but 63% of \(\delta\).

The correlation energy itself follows by replacing \(v\) with \(\lambda v\) inside \(\delta S\) only, at fixed density, and integrating the expression above over \(\lambda\) from 0 to 1. The explicit factor \(v\) stays at full strength, because the derivative of the energy with respect to \(\lambda\) is the expectation value of the full interaction. The result is −1.30 eV per electron, against −0.89 eV from the PW92 parametrization. The RPA value is thus 0.41 eV, or 46%, too negative relative to PW92, which is itself a fit to Monte Carlo data and known limits, not an exact result. So the energy does show that the RPA is inaccurate at this density, though not that \(g\) is negative. Wavevectors above \(2k_F\) contribute only 0.16 eV in magnitude to the RPA correlation energy, so the energy error is not confined to them.

The RPA \(S(q)\) has the limit \(q^2/(2\omega_p)\) and the correct hole charge, but its Fourier transform should not be read as a probability of finding two electrons close together. The good small-\(q\) limit of \(S\) also does not carry over to static screening. The RPA screens with the noninteracting compressibility, whereas exchange plus PW92 correlation gives a compressibility 3.3 times larger at 2 Å, so the static \(1/\epsilon(q)\) of the RPA at small \(q\) is too large by about that factor. The numerical output below gives the on-top values and tail coefficients at the other densities.

## Computed values

```
On-top values (dimensionless), R = Wigner-Seitz radius
R=1.0 angstrom: g=-0.6033 g_par=-1.1033 g_anti=-0.1033
R=1.5 angstrom: g=-1.0674 g_par=-1.5674 g_anti=-0.5674
R=2.0 angstrom: g=-1.5012 g_par=-2.0012 g_anti=-1.0012
R=2.5 angstrom: g=-1.9124 g_par=-2.4124 g_anti=-1.4124
R=3.0 angstrom: g=-2.3056 g_par=-2.8056 g_anti=-1.8056
Tail q^4(1-S)/(8 pi n/a0) at q/kF = 5, 10, 100
R=1.0 angstrom: 1.0146 1.0039 1.0000
R=1.5 angstrom: 1.0136 1.0039 1.0000
R=2.0 angstrom: 1.0125 1.0038 1.0000
R=2.5 angstrom: 1.0115 1.0037 1.0000
R=3.0 angstrom: 1.0105 1.0037 1.0000
g(0)=0 at R = 0.4137 angstrom
  same radius = 0.7817 bohr
g_anti(0)=0 at R = 0.8942 angstrom
  same radius = 1.6898 bohr
Linear coefficient c1 = 1.3827 1/angstrom
Lower bound for zero of g(0) = 0.3616 angstrom
g_par(0) at rs = 0.01 bohr: -0.00728
First-order tail, direct (q=40 kF): 1.0002
First-order tail, with exchange: 0.4998
Example: R = 2.0 angstrom
density = 0.02984 1/angstrom^3
kF = 0.9596 1/angstrom
Fermi energy = 3.508 eV
plasmon energy = 6.415 eV
8 pi n/a0 = 1.4173 1/angstrom^4
cusp tail 8 pi n g(0)/a0 = -2.1277 1/angstrom^4
g(r=0.0 angstrom) = -1.5012
g(r=0.5 angstrom) = -0.6605
g(r=1.0 angstrom) = -0.0308
g(r=2.0 angstrom) = 0.6919
g(r=3.0 angstrom) = 0.9509
g(r=4.0 angstrom) = 1.0041
g < 0 inside r = 1.0294 angstrom
RPA slope g'(0) = 1.890 1/angstrom
1/a0 = 1.890 1/angstrom
cusp slope g(0)/a0 = -2.837 1/angstrom
RPA correlation energy = -1.305 eV/electron
PW RPA fit = -1.305 eV/electron
PW92 correlation energy = -0.893 eV/electron
RPA minus PW92 = -0.411 eV/electron
Share from q>2kF, full-coupling interaction: 0.1489
Share from q>2kF, on-top correlation: 0.6298
```
